\section*{The Isoelectric pH of a Two-pK Oxide Surface}

\section{Neutral sites do not imply zero potential}

Take an oxide surface whose sites give up a first proton with $\mathrm{p}K_1=6$ and a second with $\mathrm{p}K_2=11$. At pH 7.5 the first step is well past and the second is far off, so nearly every site is neutral. It is tempting to conclude that the particle has no zeta potential there. In the model worked out below, the net proton charge at this pH is indeed less than one per cent of the full site charge, yet the zeta potential is $22$ mV. A particle expected to stand still in an electric field would move.

The sign of the zeta potential is decided by the balance between the two charged populations, not by the size of the neutral one. This balance fixes the isoelectric pH, the pH at which the zeta potential vanishes, at the mean of $\mathrm{p}K_1$ and $\mathrm{p}K_2$. The mean holds under a condition on what binds to the surface. If cations bind as well, the zero of the zeta potential and the zero of the proton charge can separate, and neither then need give the mean.

\section{Assumptions and definitions}

Identical sites, $N_s$ per unit area, exist as $\mathrm{SOH_2^+}$, $\mathrm{SOH}$ and $\mathrm{SO^-}$, with fractions $\theta_+$, $\theta_0$ and $\theta_-$. The elementary charge is $e>0$. Potentials are measured from the bulk solution: $\psi_0$ at the surface, $\psi_d$ at the head of the diffuse layer, and $\zeta$ at the slip plane, a distance $s\ge 0$ further out. Reduced potentials are $y_0=e\psi_0/kT$ and $y_d=e\psi_d/kT$. The bulk proton activity $a_H$ refers to 1 mol/L, and $\mathrm{pH}=-\log_{10}a_H$.

\paragraph{(A1) Protons alone bind specifically.} Taking up $\mathrm{OH^-}$ counts as losing a proton. All other ions feel only the mean potential.

\paragraph{(A2) The acidity constants are intrinsic.} Apart from the electrostatic work, the free energy of each proton step does not depend on how many sites are charged. Any fixed dipole potential at the surface is absorbed in the constants.

\paragraph{(A3) The solution obeys the Poisson--Boltzmann equation.} The charge on the surface is smeared out evenly, so that the potential depends only on the distance from it. The ions are points that share one plane of closest approach. Between this plane and the surface lies a charge-free layer of capacitance $C_S$ per unit area.

When a proton leaves the surface for the bulk, its electrostatic energy changes by $-e\psi_0$. This multiplies the equilibrium quotient $\theta_0a_H/\theta_+$ by $e^{y_0}$: a positive surface helps the proton to leave. Moving the factor to the other side, and treating the second step alike, gives
\begin{equation}
K_1=\frac{\theta_0\,a_s}{\theta_+},\qquad
K_2=\frac{\theta_-\,a_s}{\theta_0},\qquad
a_s=a_H e^{-y_0}.
\label{eq:mass}
\end{equation}
With $\mathrm{p}K_j=-\log_{10}K_j$, define
\begin{equation}
\mathrm{pH}_m=\tfrac12(\mathrm{p}K_1+\mathrm{p}K_2),\qquad
q=\sqrt{K_1/K_2}=10^{(\mathrm{p}K_2-\mathrm{p}K_1)/2}.
\end{equation}

\paragraph{Theorem.} Under (A1)--(A3), $\zeta=0$ if and only if $\mathrm{pH}=\mathrm{pH}_m$. Below this pH $\zeta$ is positive, above it negative. The value does not depend on $N_s$, $C_S$, $s$, or the concentration and valences of the background salt.

\section{Lemma 1: the site charge}

\paragraph{Lemma 1.} With $u=\ln\bigl(a_s/\sqrt{K_1K_2}\bigr)$, the proton charge per unit area $\sigma_0=eN_s(\theta_+-\theta_-)$ is
\begin{equation}
\sigma_0=F(u)=eN_s\,\frac{2\sinh u}{q+2\cosh u},\qquad
u=\ln10\,(\mathrm{pH}_m-\mathrm{pH})-y_0 .
\label{eq:F}
\end{equation}
$F$ is odd and strictly increasing.

\emph{Proof.} Insert $a_s=\sqrt{K_1K_2}\,e^{u}$ into (\ref{eq:mass}):
\begin{align}
\frac{\theta_+}{\theta_0}&=\frac{a_s}{K_1}=\sqrt{\frac{K_2}{K_1}}\,e^{u}=\frac{e^{u}}{q},\\
\frac{\theta_-}{\theta_0}&=\frac{K_2}{a_s}=\sqrt{\frac{K_2}{K_1}}\,e^{-u}=\frac{e^{-u}}{q}.
\label{eq:ratios}
\end{align}
The fractions add to one, so $\theta_0\,[1+(e^u+e^{-u})/q]=1$, or $\theta_0=q/(q+2\cosh u)$. Then
\begin{equation}
\theta_+-\theta_-=\theta_0\,\frac{e^{u}-e^{-u}}{q}=\frac{2\sinh u}{q+2\cosh u}.
\end{equation}
For $u$ itself, use $\ln a_s=-\ln10\,\mathrm{pH}-y_0$ and $\ln\sqrt{K_1K_2}=-\ln10\,\mathrm{pH}_m$, and subtract. Oddness is visible in the formula. The derivative is
\begin{equation}
\frac{F'(u)}{eN_s}=\frac{2\cosh u\,(q+2\cosh u)-4\sinh^2u}{(q+2\cosh u)^2}
=\frac{2q\cosh u+4}{(q+2\cosh u)^2}>0,
\label{eq:Fprime}
\end{equation}
where $\cosh^2u-\sinh^2u=1$ was used. $\square$

At zero potential, charging a neutral site by adding a proton costs the free energy $kT\ln10\,(\mathrm{pH}-\mathrm{p}K_1)$, and charging it by removing one costs $kT\ln10\,(\mathrm{p}K_2-\mathrm{pH})$. The two costs are equal at the mean. What remains to be shown is that the potential really is zero there, and that $\zeta$ vanishes nowhere else.

\section{Lemma 2: the diffuse layer}

Let the salt have ions of valence $z_i$ and bulk number density $n_i$, with $\sum_i z_in_i=0$, and let $\varepsilon$ be the permittivity of the solution. Let $\sigma$ be the total charge per unit area on the wall side of the diffuse layer.

\paragraph{Lemma 2.} The diffuse layer balances the charge
\begin{equation}
\sigma=S(y_d)=\operatorname{sgn}(y_d)\sqrt{2\varepsilon kT\,G(y_d)},\qquad
G(y)=\sum_i n_i\,(e^{-z_iy}-1).
\label{eq:S}
\end{equation}
$S$ is continuous, strictly increasing and unbounded in both directions, and $S(0)=0$. The potential keeps one sign throughout the diffuse layer.

\emph{Proof.} With $x$ the distance from the head of the diffuse layer, the Poisson--Boltzmann equation for $y=e\psi/kT$ is
\begin{equation}
y''=-\frac{e^2}{\varepsilon kT}\sum_i z_in_ie^{-z_iy}.
\end{equation}
Multiply by $y'$. The left side becomes $(y'^2/2)'$. Since $(n_ie^{-z_iy})'=-z_in_ie^{-z_iy}y'$, the right side is also a derivative. Integration from $x$ to infinity, where $y$ and $y'$ vanish, gives
\begin{equation}
\tfrac12\,y'^2=\frac{e^2}{\varepsilon kT}\,G(y).
\label{eq:first}
\end{equation}
For $t\neq0$ one has $e^t>1+t$. Hence, for $y\ne0$,
\begin{equation}
G(y)>-y\sum_i z_in_i=0 .
\end{equation}
The slope $y'$ therefore cannot vanish where $y\neq0$. Nor can $y$ reach zero at a finite $x$: by (\ref{eq:first}) $y'$ would vanish there too, and the solution with $y=y'=0$ at a point is zero everywhere. So $y$ keeps the sign of $y_d$, and since it tends to zero, $y'$ has the opposite sign.

The diffuse charge is $-\varepsilon\int_0^\infty\psi''\,dx=\varepsilon\psi'(0)$. Neutrality of the whole requires $\sigma=-\varepsilon\psi'(0)=-\varepsilon(kT/e)\,y'(0)$. Inserting (\ref{eq:first}) with the sign just found gives (\ref{eq:S}), because $\varepsilon^2(kT/e)^2\cdot2e^2/(\varepsilon kT)=2\varepsilon kT$.

Finally, $G''=\sum_i z_i^2n_ie^{-z_iy}>0$ and $G'(0)=-\sum_iz_in_i=0$. So $G$ rises on both sides of zero, and without bound because ions of both signs are present. This makes $S$ strictly increasing and unbounded. $\square$

The proof uses electroneutrality of the bulk but no symmetry of the salt. In a 2:1 salt the layer responds differently to positive and negative walls, yet zero charge still means zero potential.

\section{Proof of the theorem}

By (A1) no charge other than the proton charge sits on the wall side, so $\sigma=\sigma_0$. The charge-free layer gives $\sigma_0=C_S(\psi_0-\psi_d)$, that is,
\begin{equation}
y_0=y_d+\frac{e}{C_SkT}\,S(y_d).
\label{eq:stern}
\end{equation}
The right side increases strictly with $y_d$, runs over all real values and is zero at $y_d=0$. It can be inverted, so the charge balanced by the whole double layer is a function $D(y_0)$, strictly increasing and unbounded, with $D(0)=0$. Charge balance reads
\begin{equation}
F\bigl(\ln10\,(\mathrm{pH}_m-\mathrm{pH})-y_0\bigr)=D(y_0).
\label{eq:balance}
\end{equation}
As $y_0$ grows, the left side falls and stays bounded, while the right side rises without bound in both directions. There is exactly one solution at each pH.

Let $\mathrm{pH}=\mathrm{pH}_m$. Then $y_0=0$ solves (\ref{eq:balance}), because $F(0)=D(0)=0$, and it is the one solution. By (\ref{eq:stern}) $y_d=0$, and so $\zeta=0$.

Let $\mathrm{pH}<\mathrm{pH}_m$. At $y_0=0$ the left side is positive and the right side zero, so the solution lies at $y_0>0$. Then $y_d>0$, and by Lemma 2 $\zeta>0$. For $\mathrm{pH}>\mathrm{pH}_m$ all signs reverse. Hence $\zeta$ vanishes at $\mathrm{pH}_m$ and nowhere else, and $N_s$, $C_S$, $s$ and the salt have dropped out. $\square$

\paragraph{Remark 1: two zeros in one.} At $\mathrm{pH}_m$ the proton charge vanishes as well. Under (A1)--(A3) the isoelectric point and the point of zero proton charge coincide.

\paragraph{Remark 2: neutral on average.} At the crossing $u=0$, so $\theta_+=\theta_-=1/(q+2)$. The surface still carries charged groups, in equal numbers.

\paragraph{Remark 3: order of the constants.} The proof nowhere needs $\mathrm{p}K_2>\mathrm{p}K_1$. For $\mathrm{p}K_1=8$ and $\mathrm{p}K_2=7$ one has $q=0.316$, and at the crossing the neutral fraction $q/(q+2)$ is only about $0.14$. The isoelectric pH is still the mean, $7.5$.

\section{A worked surface}

Take $\mathrm{p}K_1=6$, $\mathrm{p}K_2=11$, $5$ sites per nm$^2$, $C_S=1$ F/m$^2$, $s=0.5$ nm and a 1:1 salt at 10 mmol/L, at 298.15 K with relative permittivity 78. These are round model values and stand for no particular oxide. A real oxide usually carries several kinds of surface groups, for which the theorem, stated for identical sites, gives no simple mean; and the two constants are usually fitted to titration data, so that agreement with the mean is then no independent test of the model. The ion concentrations are held fixed as the pH varies. Then
\begin{equation}
\mathrm{pH}_m=\frac{6+11}{2}=8.5,\qquad q=10^{2.5}=316.2,\qquad eN_s=801.1\ \mathrm{mC/m^2}.
\end{equation}
At the crossing $\theta_\pm=1/318.2=0.00314$, or $0.0157$ groups of each sign per nm$^2$. The typical spacing of charged groups, $1/\sqrt{2\times0.0157}=5.6$ nm, exceeds the Debye length of $3.03$ nm found below, so the evenly smeared charge of (A3) is an idealization here.

The numerical output lists the isoelectric pH found by solving the full charge balance and searching for the sign change, without use of the mean. It is $8.5000$ for this surface, and it stays there with a 2:1 or 1:2 salt, with $C_S=0.3$ F/m$^2$, and with 2 sites per nm$^2$. Changing the constants to 2 and 7 moves it to $4.5$.

At pH 7.5 the solution has $\psi_0=32.4$ mV. With $kT/e=25.69$ mV,
\begin{align}
u&=2.303\times1.0-\frac{32.4}{25.69}=1.04,\\
\sigma_0&=801.1\times\frac{2\sinh1.04}{316.2+2\cosh1.04}=6.2\ \mathrm{mC/m^2}.
\end{align}
The charge-free layer takes $\sigma_0/C_S=6.2$ mV, which leaves $\psi_d=26.2$ mV. To reach the slip plane, note that a 1:1 salt of number density $n$ has $G=2n(\cosh y-1)=4n\sinh^2(y/2)$. With
\begin{equation}
\kappa^2=\frac{e^2}{\varepsilon kT}\sum_iz_i^2n_i=\frac{2e^2n}{\varepsilon kT},
\label{eq:kappa}
\end{equation}
equation (\ref{eq:first}) becomes $y'=-2\kappa\sinh(y/2)$. Because $d\ln\tanh(y/4)/dy=1/[2\sinh(y/2)]$ for $y>0$, this integrates to
\begin{equation}
\tanh\frac{e\zeta}{4kT}=e^{-\kappa s}\tanh\frac{y_d}{4},
\label{eq:tanh}
\end{equation}
and the same form holds for $y_d<0$ by symmetry. The Debye length $1/\kappa=3.03$ nm gives $e^{-\kappa s}=0.848$. With $y_d=26.2/25.69=1.02$ the result is $\zeta=22$ mV, the value quoted at the start.

At pH 9.5 the proton charge and the potentials have the same size and the opposite sign. For a 1:1 salt $S$, and with it $D$, is odd, as $F$ is. Replacing $\mathrm{pH}-\mathrm{pH}_m$ and $y_0$ by their negatives then leaves (\ref{eq:balance}) satisfied.

\paragraph{Remark 4: titration curves at different salt levels.} At pH 7.5 the proton charge is $3.2$, $6.2$ and $9.6$ mC/m$^2$ for 1, 10 and 100 mmol/L; at pH 8.5 it is zero for all three. This follows from (\ref{eq:balance}). By (\ref{eq:S}), multiplying all $n_i$ by a common factor above one lowers the $y_d>0$ needed to hold a given positive charge, and with it $y_0=y_d+e\sigma_0/(C_SkT)$. So $D$ is raised at each $y_0>0$, the solution moves to smaller $y_0$, and $u$ and $\sigma_0=F(u)$ grow. At $\mathrm{pH}_m$ there is no charge to screen, and the curves cross.

\section{How steep the crossing is}

The mean of the constants sets where $\zeta$ changes sign. Their separation enters through how fast it does so.

\paragraph{Proposition 1.} Let $C_D=\varepsilon\kappa$, with $\kappa$ given for any salt by the first form in (\ref{eq:kappa}), and let $1/C=1/C_S+1/C_D$. At $\mathrm{pH}_m$, for fixed salt,
\begin{equation}
\frac{d\psi_0}{d\,\mathrm{pH}}=-\frac{kT\ln10}{e}\,\frac{C_{\rm site}}{C_{\rm site}+C},\qquad
C_{\rm site}=\frac{e^2N_s}{kT}\,\frac{2}{q+2}.
\label{eq:slope}
\end{equation}

\emph{Proof.} For small $y$ the linear terms of $G$ cancel by electroneutrality, and $G\approx\frac12y^2\sum_i z_i^2n_i$. So $S\approx\varepsilon\kappa(kT/e)y_d=C_D\psi_d$. With the charge-free layer in series, $D\approx C\psi_0=C(kT/e)y_0$. From (\ref{eq:Fprime}),
\begin{equation}
F'(0)=eN_s\frac{2q+4}{(q+2)^2}=eN_s\frac{2}{q+2}=\frac{kT}{e}\,C_{\rm site}.
\end{equation}
Differentiating (\ref{eq:balance}) at the crossing and dividing by $kT/e$ gives
\begin{equation}
C_{\rm site}\left(-\ln10-\frac{dy_0}{d\,\mathrm{pH}}\right)=C\,\frac{dy_0}{d\,\mathrm{pH}},
\end{equation}
which is solved for $dy_0/d\,\mathrm{pH}$ and multiplied by $kT/e$. $\square$

For $\zeta$ two factors are added. Since $C_D\psi_d=C\psi_0$, one has $\psi_d/\psi_0=C/C_D=C_S/(C_S+C_D)$. The linearized diffuse layer then contributes $e^{-\kappa s}$.

In the example $C_{\rm site}=0.196$ and $C=0.186$ F/m$^2$, so the surface potential follows the pH at about half the Nernst slope:
\begin{align}
\frac{d\psi_0}{d\,\mathrm{pH}}&=-59.16\times\frac{0.1960}{0.1960+0.1855}=-30.4\ \mathrm{mV},\\
\frac{d\zeta}{d\,\mathrm{pH}}&=-30.4\times0.8145\times0.848=-21.0\ \mathrm{mV}.
\end{align}
Finite differences of the full charge balance agree with both. An error of 1 mV in the zero of $\zeta$ thus shifts the inferred isoelectric pH by about $1/21\approx0.05$.

As $q\to\infty$, $C_{\rm site}\to0$ and the crossing becomes flat: there are too few charged groups to set the potential. As $q\to0$, $C_{\rm site}\to e^2N_s/kT$, about $31$ F/m$^2$ here. This far exceeds $C$, and the slope of $\psi_0$ comes close to the Nernst value.

\section{When a cation binds as well}

Drop (A1) and let a monovalent cation $\mathrm{M^+}$ of a 1:1 salt, with activity $a_M$, bind to $\mathrm{SO^-}$. The bound ion sits at the head of the diffuse layer, so it feels $\psi_d$:
\begin{equation}
\frac{\theta_M}{\theta_-}=b\,e^{-y_d},\qquad b=K_Ma_M .
\label{eq:bind}
\end{equation}
The proton charge is now $\sigma_0=eN_s(\theta_+-\theta_--\theta_M)$. The bound cations add $eN_s\theta_M$ in their own plane, so the diffuse layer balances the sum $eN_s(\theta_+-\theta_-)=S(y_d)$. The relation $\sigma_0=C_S(\psi_0-\psi_d)$ is unchanged.

\paragraph{Proposition 2.} A state with $\zeta=0$ has
\begin{equation}
\mathrm{pH}-\mathrm{pH}_m=\frac{e^2N_s}{C_SkT\ln10}\,\frac{b}{q+2+b}>0,
\label{eq:shift}
\end{equation}
and a state with $\sigma_0=0$ has $\mathrm{pH}<\mathrm{pH}_m$.

\emph{Proof.} If $\zeta=0$, then $y_d=0$ and $\theta_+=\theta_-$. The ratios (\ref{eq:ratios}) still hold, so $u=0$. The fractions add to one: $\theta_0(1+2/q+b/q)=1$. Hence $\theta_M=\theta_0b/q=b/(q+2+b)$. Now $\sigma_0=-eN_s\theta_M$ and $\psi_0=\sigma_0/C_S<0$. Setting $u=0$ in (\ref{eq:F}) gives $\mathrm{pH}-\mathrm{pH}_m=-y_0/\ln10$, which is (\ref{eq:shift}).

If $\sigma_0=0$, then $\theta_+=\theta_-+\theta_M>\theta_-$. So $S(y_d)>0$, and $y_0=y_d>0$. Dividing by $\theta_-$ gives $e^{2u}=1+b\,e^{-y_d}$, so $u>0$. Then $\mathrm{pH}=\mathrm{pH}_m-(u+y_0)/\ln10<\mathrm{pH}_m$. $\square$

With $K_M=1000$ L/mol and 10 mmol/L, $b=10$ and $\theta_M=10/328.2=0.0305$. The proton charge at $\zeta=0$ is $-801.1\times0.0305=-24.4$ mC/m$^2$, and $\psi_0=-24.4$ mV. The shift is $24.4/59.16=0.41$, which puts the isoelectric pH at $8.91$. The proton charge vanishes at pH $7.78$, where $\psi_d=20.5$ mV. The two zeros now lie more than one pH unit apart, although even at the isoelectric pH only three per cent of the sites hold a cation.

Halving $C_S$ doubles the upward shift, to $0.83$, but leaves the zero of proton charge at $7.78$. There $\psi_0=\psi_d$, no field crosses the charge-free layer, and its capacitance drops out. For $C_S=100$ F/m$^2$ the isoelectric pH returns to $8.504$. In the limit $C_S\to\infty$ the bound cation sits at the surface potential and forms a neutral site, which does not disturb the balance of $\theta_+$ and $\theta_-$. Given (A2) and (A3), assumption (A1) is therefore sufficient for the mean, but in this limit it is not necessary. The limit is a formal one: at relative permittivity 78, $C_S=100$ F/m$^2$ would mean a layer only $0.007$ nm thick. At an ordinary capacitance the shift (\ref{eq:shift}) is small when the bound cations carry little charge, that is, for weak binding, few sites or large $q$. For $K_M=10$ L/mol, 10 mmol/L and $C_S=1$ F/m$^2$, (\ref{eq:shift}) gives only $0.004$. Strong binding can also leave no trace. Let the anion bind to $\mathrm{SOH_2^+}$ in the same plane, $\theta_A/\theta_+=b\,e^{y_d}$, with the same $b$ as the cation, so that $\sigma_0=eN_s(\theta_++\theta_A-\theta_--\theta_M)$. At $\mathrm{pH}_m$ the state $y_0=y_d=0$ has $\theta_+=\theta_-$ and $\theta_A=\theta_M$, so both $\zeta$ and $\sigma_0$ vanish at the mean for any $b$ and any $C_S$. An isoelectric pH equal to the mean within experimental error therefore does not by itself show that only protons bind.

\paragraph{Remark 5: failure of (A3).} Suppose one ion can approach the wall more closely than the other. In the layer open to that ion alone, zero potential would leave an uncompensated ionic charge. Zero potential everywhere is then not a solution at zero wall charge, and the step from $\sigma=0$ to $\psi=0$ is lost.

\section*{Calculated quantities}
\begin{verbatim}
Inputs: pK1 = 6.0, pK2 = 11.0, T = 298.15 K, eps_r = 78
Sites = 5.0 per nm2, C_S = 1.0 F/m2
Slip distance = 0.5 nm, 1:1 salt = 10 mmol/L
Mean of pK1 and pK2 = 8.500
q = 316.23, full site charge e*Ns = 801.1 mC/m2
Isoelectric pH from the full charge balance:
  example, 1:1 salt: 8.5000
  2:1 salt: 8.5000
  1:2 salt: 8.5000
  c_stern 0.3 F/m2: 8.5000
  2 sites per nm2: 8.5000
  pK 2 and 7: 4.5000
  pK 5 and 7: 6.0000
  pK 8 and 7: 7.5000
At the isoelectric pH of the example:
  fraction SOH2+ = 0.00314, SOH = 0.99372, SO- = 0.00314
  SOH2+ sites per nm2 = 0.0157
pH | sigma0 mC/m2 | psi0 mV | psi_d mV | zeta mV (example)
  6.5 | 15.30 | 70.9 | 55.6 | 45.9
  7.5 | 6.22 | 32.4 | 26.2 | 22.1
  8.0 | 2.90 | 15.5 | 12.6 | 10.7
  8.5 | 0.00 | 0.0 | 0.0 | 0.0
  9.0 | -2.90 | -15.5 | -12.6 | -10.7
  9.5 | -6.22 | -32.4 | -26.2 | -22.1
  10.5 | -15.30 | -70.9 | -55.6 | -45.9
sigma0 in mC/m2 at pH 7.5, 8.5, 9.5 for three salt levels:
  1 mmol/L: 3.22, 0.00, -3.22
  10 mmol/L: 6.22, 0.00, -6.22
  100 mmol/L: 9.64, 0.00, -9.64
Debye length = 3.032 nm
C_D = 0.2278, series C = 0.1855, C_site = 0.1960 F/m2
Nernst slope = -59.16 mV per pH
dpsi0/dpH: formula -30.39, full balance -30.39 mV per pH
Stern factor = 0.8145, slip factor = 0.8480
dzeta/dpH: formula -20.99, full balance -20.99 mV per pH
With cation binding: K_M L/mol | C_S F/m2 | isoelectric pH | pH of zero sigma0
  100 | 1.0 | 8.5424 | 8.2664
  1000 | 1.0 | 8.9126 | 7.7833
  1000 | 0.5 | 9.3251 | 7.7833
  1000 | 100.0 | 8.5041 | 7.7833
K_M = 1000 L/mol, C_S = 1 F/m2:
  at zeta = 0: bound fraction = 0.03047, psi0 = -24.41 mV
  at zeta = 0: sigma0 = -24.41 mC/m2
  at sigma0 = 0: psi_d = 20.49 mV
\end{verbatim}
